# Huang–Rhys factor and zero-phonon energy from two defect bands: verification in Python

```python
"""
Result under test: for two equal displaced parabolas with phonon energy hw,
    S = (E_abs - E_em) / (2 hw),    E_zpl = (E_abs + E_em) / 2.
E_abs, E_em: vertical absorption and emission energies (lineshape centroids)
S: Huang-Rhys factor; E_zpl: zero-phonon energy; q: dimensionless coordinate
The independent road diagonalizes both vibrational Hamiltonians on a q grid
and builds the spectra from the overlaps of the numerical eigenvectors.
All energies inside the program are in eV.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

phonon = 0.040
absorption_peak = 2.20
emission_peak = 1.80
room_temperature = 300.0
line_sigma = 0.030
boltzmann = const.k / const.e
hc_ev_nm = const.h * const.c / const.e * 1e9

# Sinc-function grid for p^2/2, in units of the phonon energy.
spacing = 0.2
q = -11.0 + spacing * np.arange(131)
index = np.arange(q.size)
separation = index[:, None] - index[None, :]
safe = np.where(separation == 0, 1, separation)
sign = np.where(separation % 2 == 0, 1.0, -1.0)
kinetic = np.where(separation == 0, math.pi**2 / 6, sign / safe**2)
kinetic = kinetic / spacing**2


def infer(e_abs, e_em, quantum):
    return (e_abs - e_em) / (2 * quantum), (e_abs + e_em) / 2


def vibrational_states(potential):
    return np.linalg.eigh(phonon * kinetic + np.diag(potential))


def line_list(s_ground, gap, temperature, emission=False, ratio=1.0):
    """Photon energies and weights; rows are initial vibrational levels.

    gap is the difference of the potential minima and ratio is the
    excited-state frequency divided by the ground-state frequency.
    """
    shift = math.sqrt(2 * s_ground)
    e_g, u_g = vibrational_states(0.5 * phonon * q**2)
    e_e, u_e = vibrational_states(
        gap + 0.5 * phonon * ratio**2 * (q - shift)**2)
    if emission:
        start, overlap = e_e, u_e.T @ u_g
        energies = e_e[:, None] - e_g[None, :]
    else:
        start, overlap = e_g, u_g.T @ u_e
        energies = e_e[None, :] - e_g[:, None]
    levels = 25 if temperature > 0 else 1
    population = np.ones(1)
    if temperature > 0:
        population = np.exp(-(start[:levels] - start[0])
                            / (boltzmann * temperature))
    population = population / population.sum()
    weights = population[:, None] * overlap[:levels]**2
    return energies[:levels], weights


def moments(energies, weights):
    mean = np.sum(weights * energies) / weights.sum()
    variance = np.sum(weights * (energies - mean)**2) / weights.sum()
    return mean, variance


def band_maximum(s_factor, zero_phonon, temperature, emission, power):
    """Maximum of E**power times the Gaussian-broadened lineshape."""
    energies, weights = line_list(s_factor, zero_phonon,
                                  temperature, emission)
    centre = moments(energies, weights)[0]
    keep = weights > 1e-12
    lines, strengths = energies[keep], weights[keep]

    def negative_signal(energy):
        profile = np.exp(-0.5 * ((energy - lines) / line_sigma)**2)
        return -energy**power * np.dot(strengths, profile)

    trial = np.linspace(centre - 0.15, centre + 0.15, 61)
    best = trial[np.argmin([negative_signal(x) for x in trial])]
    found = minimize_scalar(negative_signal, method="bounded",
                            bounds=(best - 0.01, best + 0.01),
                            options={"xatol": 1e-8})
    return found.x


def refit_maxima(temperature, power_abs, power_em):
    """Find S and E_zpl when the given peaks are true band maxima."""
    s_factor, zero_phonon = infer(absorption_peak, emission_peak, phonon)
    for _ in range(12):
        top_a = band_maximum(s_factor, zero_phonon, temperature,
                             False, power_abs)
        top_e = band_maximum(s_factor, zero_phonon, temperature,
                             True, power_em)
        error_a, error_e = absorption_peak - top_a, emission_peak - top_e
        if max(abs(error_a), abs(error_e)) < 1e-6:
            break
        s_factor += (error_a - error_e) / (2 * phonon)
        zero_phonon += (error_a + error_e) / 2
    assert max(abs(error_a), abs(error_e)) < 1e-5
    return s_factor, zero_phonon


S, E_zpl = infer(absorption_peak, emission_peak, phonon)
assert abs(S - 5) < 1e-10 and abs(E_zpl - 2.0) < 1e-10

# Centroids and widths from numerical spectra, cold and warm.
widths = {}
centroids = {}
for temperature in (0.0, room_temperature):
    thermal = 1.0
    if temperature > 0:
        thermal = 1 / math.tanh(phonon / (2 * boltzmann * temperature))
    for emission, target in ((False, absorption_peak),
                             (True, emission_peak)):
        mean, variance = moments(*line_list(S, E_zpl, temperature, emission))
        assert abs(mean - target) < 1e-6
        assert abs(variance - S * phonon**2 * thermal) < 1e-6
        centroids[temperature, emission] = mean
        widths[temperature] = math.sqrt(variance)

# Zero-phonon line and line weights from the cold absorption spectrum.
cold_energies, cold_weights = line_list(S, E_zpl, 0.0)
cold_energies, cold_weights = cold_energies[0], cold_weights[0]
assert abs(cold_energies[0] - E_zpl) < 1e-8
poisson = np.array([math.exp(-S) * S**n / math.factorial(n)
                    for n in range(25)])
assert np.max(np.abs(cold_weights[:25] - poisson)) < 1e-8
assert abs(cold_weights[4] - cold_weights[5]) < 1e-8
assert cold_weights[4] > max(cold_weights[3], cold_weights[6])

# Recover a different defect from its numerical warm spectra.
other_abs = moments(*line_list(3.0, 1.70, room_temperature))[0]
other_em = moments(*line_list(3.0, 1.70, room_temperature, True))[0]
other_S, other_zpl = infer(other_abs, other_em, phonon)
assert abs(other_S - 3.0) < 1e-4 and abs(other_zpl - 1.70) < 1e-6

# Omitting the factor two predicts the wrong band separation.
wrong_S = (absorption_peak - emission_peak) / phonon
wrong_gap = (moments(*line_list(wrong_S, E_zpl, 0.0))[0]
             - moments(*line_list(wrong_S, E_zpl, 0.0, True))[0])
assert abs(wrong_gap - 2 * (absorption_peak - emission_peak)) < 1e-6

# Skewness and photon-energy prefactors displace the maxima.
maxima = {}
for temperature in (0.0, room_temperature):
    total_variance = widths[temperature]**2 + line_sigma**2
    skew_shift = S * phonon**3 / (2 * total_variance)
    for emission, direction, power in ((False, -1, 1), (True, 1, 3)):
        plain = band_maximum(S, E_zpl, temperature, emission, 0)
        weighted = band_maximum(S, E_zpl, temperature, emission, power)
        centre = centroids[temperature, emission]
        assert abs(plain - centre - direction * skew_shift) < 0.001
        estimate = power * total_variance / plain
        # The estimate omits higher cumulants and the change of E.
        assert abs(weighted - plain - estimate) < 0.002
        maxima[temperature, emission] = (plain, weighted)

cold_S, cold_zpl = refit_maxima(0.0, 0, 0)
warm_S, warm_zpl = refit_maxima(room_temperature, 1, 3)

# A softer excited state, with the same two vertical energies.
ratio = 0.90
relax_ground = (absorption_peak - emission_peak) / (1 + ratio**2)
relax_excited = ratio**2 * relax_ground
soft_S_ground = relax_ground / phonon
soft_S_excited = relax_excited / (ratio * phonon)
soft_gap = absorption_peak - relax_excited
soft_abs = line_list(soft_S_ground, soft_gap, 0.0, ratio=ratio)
soft_em = line_list(soft_S_ground, soft_gap, 0.0, True, ratio)
soft_zpl = soft_abs[0][0, 0]
assert abs(soft_zpl - soft_gap - (ratio - 1) * phonon / 2) < 1e-8
quantum_abs = (1 - ratio**2) * phonon / 4
quantum_em = quantum_abs / ratio
assert abs(moments(*soft_abs)[0] - absorption_peak + quantum_abs) < 1e-6
assert abs(moments(*soft_em)[0] - emission_peak + quantum_em) < 1e-6

diamond_phonon = 0.065
diamond_S = infer(absorption_peak, emission_peak, diamond_phonon)[0]
fwhm_factor = 2 * math.sqrt(2 * math.log(2))


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Given absorption peak", absorption_peak, 2, "eV")
show("Given emission peak", emission_peak, 2, "eV")
show("Phonon energy", phonon * 1000, 0, "meV")
show("Peak separation", absorption_peak - emission_peak, 2, "eV")
show("Relaxation energy in each state", S * phonon, 2, "eV")
show("Huang-Rhys factor S", S, 2, "(no unit)")
show("Zero-phonon energy", E_zpl, 2, "eV")
show("Dimensionless displacement d", math.sqrt(2 * S), 3, "(no unit)")
show("Absorption wavelength", hc_ev_nm / absorption_peak, 1, "nm")
show("Emission wavelength", hc_ev_nm / emission_peak, 1, "nm")
show("Zero-phonon wavelength", hc_ev_nm / E_zpl, 1, "nm")
show("Grid absorption centroid, 0 K", centroids[0.0, False], 4, "eV")
show("Grid emission centroid, 0 K", centroids[0.0, True], 4, "eV")
show("Grid absorption centroid, 300 K",
     centroids[room_temperature, False], 4, "eV")
show("Grid emission centroid, 300 K",
     centroids[room_temperature, True], 4, "eV")
show("Grid zero-phonon energy", cold_energies[0], 4, "eV")
show("Zero-phonon weight, 0 K", 100 * cold_weights[0], 3, "percent")
for n in (3, 4, 5, 6):
    show(f"Weight of {n}-phonon line, 0 K", 100 * cold_weights[n],
         2, "percent")
show("S if factor two is forgotten", wrong_S, 2, "(no unit)")
show("Separation predicted by that S", wrong_gap, 2, "eV")
show("Second test: recovered S", other_S, 3, "(no unit)")
show("Second test: recovered zero-phonon energy", other_zpl, 3, "eV")
show("Temperature of use", room_temperature, 0, "K")
show("Line broadening, standard deviation", line_sigma * 1000, 0, "meV")
for temperature in (0.0, room_temperature):
    name = f"{temperature:.0f} K"
    show(f"Phonon standard deviation, {name}",
         widths[temperature] * 1000, 1, "meV")
    show(f"Gaussian-equivalent phonon FWHM, {name}",
         fwhm_factor * widths[temperature] * 1000, 0, "meV")
    for emission, band in ((False, "Absorption"), (True, "Emission")):
        plain, weighted = maxima[temperature, emission]
        show(f"{band} maximum, no prefactor, {name}", plain, 3, "eV")
        show(f"{band} maximum, with prefactor, {name}", weighted, 3, "eV")
show("S from true maxima, 0 K, no prefactors", cold_S, 2, "(no unit)")
show("Zero-phonon energy from those maxima", cold_zpl, 3, "eV")
show("S from true maxima, 300 K, prefactors", warm_S, 2, "(no unit)")
show("Zero-phonon energy from those maxima", warm_zpl, 3, "eV")
show("Excited/ground frequency ratio in test", ratio, 2, "(no unit)")
show("Unequal curves: ground-state S", soft_S_ground, 2, "(no unit)")
show("Unequal curves: excited-state S", soft_S_excited, 2, "(no unit)")
show("Unequal curves: zero-phonon energy", soft_zpl, 3, "eV")
show("Rough diamond NV phonon energy", diamond_phonon * 1000, 0, "meV")
show("S for same peaks and that phonon", diamond_S, 1, "(no unit)")
print("finished without a failed check")
```

Printed output:

```
Given absorption peak: 2.20 eV
Given emission peak: 1.80 eV
Phonon energy: 40 meV
Peak separation: 0.40 eV
Relaxation energy in each state: 0.20 eV
Huang-Rhys factor S: 5.00 (no unit)
Zero-phonon energy: 2.00 eV
Dimensionless displacement d: 3.162 (no unit)
Absorption wavelength: 563.6 nm
Emission wavelength: 688.8 nm
Zero-phonon wavelength: 619.9 nm
Grid absorption centroid, 0 K: 2.2000 eV
Grid emission centroid, 0 K: 1.8000 eV
Grid absorption centroid, 300 K: 2.2000 eV
Grid emission centroid, 300 K: 1.8000 eV
Grid zero-phonon energy: 2.0000 eV
Zero-phonon weight, 0 K: 0.674 percent
Weight of 3-phonon line, 0 K: 14.04 percent
Weight of 4-phonon line, 0 K: 17.55 percent
Weight of 5-phonon line, 0 K: 17.55 percent
Weight of 6-phonon line, 0 K: 14.62 percent
S if factor two is forgotten: 10.00 (no unit)
Separation predicted by that S: 0.80 eV
Second test: recovered S: 3.000 (no unit)
Second test: recovered zero-phonon energy: 1.700 eV
Temperature of use: 300 K
Line broadening, standard deviation: 30 meV
Phonon standard deviation, 0 K: 89.4 meV
Gaussian-equivalent phonon FWHM, 0 K: 211 meV
Absorption maximum, no prefactor, 0 K: 2.182 eV
Absorption maximum, with prefactor, 0 K: 2.186 eV
Emission maximum, no prefactor, 0 K: 1.818 eV
Emission maximum, with prefactor, 0 K: 1.832 eV
Phonon standard deviation, 300 K: 111.0 meV
Gaussian-equivalent phonon FWHM, 300 K: 261 meV
Absorption maximum, no prefactor, 300 K: 2.187 eV
Absorption maximum, with prefactor, 300 K: 2.193 eV
Emission maximum, no prefactor, 300 K: 1.813 eV
Emission maximum, with prefactor, 300 K: 1.833 eV
S from true maxima, 0 K, no prefactors: 5.46 (no unit)
Zero-phonon energy from those maxima: 2.000 eV
S from true maxima, 300 K, prefactors: 5.52 (no unit)
Zero-phonon energy from those maxima: 1.985 eV
Excited/ground frequency ratio in test: 0.90 (no unit)
Unequal curves: ground-state S: 5.52 (no unit)
Unequal curves: excited-state S: 4.97 (no unit)
Unequal curves: zero-phonon energy: 2.019 eV
Rough diamond NV phonon energy: 65 meV
S for same peaks and that phonon: 3.1 (no unit)
finished without a failed check
```
